# Leakage instability of a capacitance-matched ferroelectric–dielectric stack with a floating metal, part 2

A ferroelectric film lies between a top electrode at constant potential $V$ and a floating metal; a dielectric separates that metal from the grounded bottom electrode. The question is whether the zero-polarization state survives leakage. All quantities refer to unit area: charges in C/m², capacitances in F/m², resistances in Ω m².

$V_F$ is the top-electrode potential minus that of the floating metal, and $V_D$ the potential of the floating metal, so $V_F+V_D=V$. The polarization $p$ is positive from top electrode to floating metal, whose net charge is $q$; $u=q-C_DV$. $R$ is the ferroelectric's leakage resistance and $\rho$ its polarization damping. The static law is $f(p)=-ap+ap^3/P_r^2$, with $a>0$ and remanent polarization $P_r$. The capacitances are $C_D$ (dielectric), $C_b$ (background), $C_s=C_D+C_b$ and $|C_F|=1/a-C_b$; $\kappa=aC_s$. The equations of motion are

$$\frac{dq}{dt}=\frac{V_F}{R}. \tag{3}$$

$$V_F=-\frac{p+u}{C_s},\qquad \frac{du}{dt}=\frac{V_F}{R},\qquad \rho\frac{dp}{dt}=V_F-f(p). \tag{21}$$

**Lemma 1.** Let $R$ be infinite and the ferroelectric uniform. A small displacement of $p$ from zero at $u=0$ decays if $C_D<|C_F|$ and grows if $C_D>|C_F|$.

With leakage, a uniform film with $\kappa<1$ has one growing and one decaying mode. For $\rho\ll R(1-\kappa)^2$ the growth time $\tau_\rho$ is close to

$$\tau=R\,(|C_F|-C_D), \tag{12}$$

with the first correction

$$\tau_\rho\simeq\tau+\frac{\rho}{a(1-\kappa)}. \tag{17}$$

At $C_D=|C_F|$ and $\rho\ll R$,

$$\tau_\rho\simeq\frac{\sqrt{\rho R}}{a}. \tag{18}$$

If a small $V$ is switched on at $q=0$, then after the fast relaxation of $p$

$$V_D(t)=V\left[1+\frac{C_D}{|C_F|-C_D}\,e^{t/\tau}\right] \tag{19}$$

while the motion is linear; the initial gain is $|C_F|/(|C_F|-C_D)$.

If the dielectric also leaks, at $V=0$ the parallel resistance replaces $R$. For non-ohmic leakage, $\tau$ contains the zero-voltage resistance. The charge may be held fixed for low-voltage processes much shorter than $\tau$.

**Lemma 2.** Let $V=0$, so that $u=q$. The energy

$$W(p,q)=\int_0^pf(p')\,dp'+\frac{(p+q)^2}{2C_s} \tag{22}$$

does not increase during the motion. For $\kappa<1$ the state $p=q=0$ is a local minimum of $W$ along $p$ at fixed $q=0$, but a saddle when both variables are free.

*Proof.* At $V=0$ the dielectric and background energies are $\tfrac12C_DV_D^2+\tfrac12C_bV_F^2=\tfrac12C_sV_F^2$, because $V_D=-V_F$. With $V_F$ from (21) this is the second term of (22). The derivatives are

$$\frac{\partial W}{\partial p}=f(p)+\frac{p+q}{C_s}=f(p)-V_F=-\rho\frac{dp}{dt},\qquad
\frac{\partial W}{\partial q}=\frac{p+q}{C_s}=-V_F=-R\frac{dq}{dt}.$$

Therefore

$$\frac{dW}{dt}=-\rho\left(\frac{dp}{dt}\right)^2-\frac{V_F^2}{R}\le0. \tag{23}$$

At the origin the second derivatives are $W_{pp}=1/C_s-a$ and $W_{pq}=W_{qq}=1/C_s$. For $\kappa<1$, $W_{pp}$ is positive. The determinant is

$$W_{pp}W_{qq}-W_{pq}^2=\frac1{C_s}\left(\frac1{C_s}-a\right)-\frac1{C_s^2}=-\frac a{C_s}<0,$$

which makes the point a saddle. ∎

A descending path is $q=-p$. Along it the floating metal supplies the screening charge, the electrostatic term vanishes, and the Landau energy $-ap^2/2$ remains. At frozen charge this path is closed, because $q$ cannot change. Leakage lets $q$ change, and the energy can then fall. The motion does not follow the path exactly, since at $V_F=0$ no leakage current would flow. For fast damping and small $p$, $V_F=-ap$, and (21) gives $q=-(1-\kappa)p$ in the growing mode.

### Proposition 1: from the seed to the remanent state

**Proposition 1.** Let $\kappa<1$ and let damping be fast enough that $V_F=f(p)$ throughout. With $x=p/P_r$ and $0<x_1<x_2<1$, the time from $x_1$ to $x_2$ is

$$t=\frac Ra\left[(1-\kappa)\ln x-\frac{1+2\kappa}{2}\ln(1-x^2)\right]_{x_1}^{x_2}. \tag{24}$$

*Proof.* From (21), $u=-C_sf(p)-p$. Its time derivative equals $f/R$:

$$-\left[1+C_sf'(p)\right]\frac{dp}{dt}=\frac{f(p)}R.$$

Here $f'(p)=-a+3ax^2$, so $1+C_sf'=1-\kappa+3\kappa x^2$, and $f=-aP_r(x-x^3)$. Division by $-P_r$ gives

$$(1-\kappa+3\kappa x^2)\,\frac{dx}{dt}=\frac aR\,x(1-x^2). \tag{25}$$

Since $1/[x(1-x^2)]=1/x+x/(1-x^2)$ and $3\kappa x^2/[x(1-x^2)]=3\kappa x/(1-x^2)$,

$$\frac aR\,dt=\left[\frac{1-\kappa}{x}+\frac{(1+2\kappa)\,x}{1-x^2}\right]dx.$$

The integral of $x/(1-x^2)$ is $-\tfrac12\ln(1-x^2)$, which yields (24). ∎

For small $x$ the first logarithm gives back $\tau$. Near $x=1$ the second one dominates, and $1-x$ decays with time constant

$$\frac{R(1+2\kappa)}{2a}=R\left(\frac1{2a}+C_b+C_D\right). \tag{26}$$

This is an ordinary discharge: the slope $f'(P_r)=2a$ is positive, and all capacitances add.

The voltage rises and then disappears. Its magnitude $aP_r(x-x^3)$ is largest where $1-3x^2=0$, at $x=1/\sqrt3$, and equals $2aP_r/(3\sqrt3)$ there. This is the coercive voltage of the Landau curve. At the end $V_F=0$, $p=P_r$ and $u=-P_r$; a negative seed leads to the opposite signs.

### Proposition 2: when the film does not stay uniform

The floating metal is an equipotential. This permits another motion, in which one part of the film polarizes upward and another downward.

**Proposition 2.** Let $p$ vary along one lateral coordinate $y$ in a film of width $L$ and thickness $t_F$, uniform through the thickness, with $\partial p/\partial y=0$ at the edges. Let lateral variation add $-t_Fg\,\partial^2p/\partial y^2$ to $f$, with $g>0$. Then the modes $p\propto\cos(n\pi y/L)$, $n\ge1$, have the growth rates

$$s_n=\frac a\rho\left[1-\left(\frac{nL_c}{L}\right)^2\right],\qquad L_c=\pi\sqrt{\frac{t_Fg}{a}}, \tag{27}$$

independent of $R$ and $C_D$. For $\kappa<1$ and $L<L_c$ the leakage mode is the one growing mode.

*Proof.* The electrodes see the average of $p$, which is zero for these modes. Hence $u=0$ and $V_F=0$ is consistent with (21). What remains is $\rho s_n=a-t_Fg\,n^2\pi^2/L^2$, which is (27). The average of $p$ obeys the linear equations of Section 1, because the average of $\partial^2p/\partial y^2$ vanishes under the edge condition. It contributes one growing mode. For $L<L_c$ all $s_n$ are negative. ∎

The stability in Lemma 1 is therefore a property of the uniform film. Above the width $L_c$, zero polarization is unstable even without leakage, and capacitance matching does not help, since the dielectric takes no part in this motion.

### Worked example

Take a 10 nm hafnium-zirconium oxide film on 4 nm of alumina, with the rough values $P_r=18$ µC/cm² and coercive field $E_c=1.2$ MV/cm. Writing $a=\alpha t_F$, the coercive voltage found above gives $E_c=2\alpha P_r/(3\sqrt3)$, so

$$\alpha=\frac{3\sqrt3\,E_c}{2P_r}=\frac{2.598\times1.2\times10^8\ \text{V/m}}{0.18\ \text{C/m}^2}=1.732\times10^9\ \text{m/F}.$$

Then $1/a=5.774$ µF/cm². Relative permittivities of 5 for the background and 9 for alumina give $C_b=0.443$ and $C_D=1.992$ µF/cm². Hence

$$|C_F|=5.774-0.443=5.331,\qquad |C_F|-C_D=3.339\ \text{µF/cm}^2.$$

With the leakage resistance $R=10^6$ Ω cm²,

$$\tau=10^6\ \Omega\,\text{cm}^2\times3.339\times10^{-6}\ \text{F/cm}^2=3.3\ \text{s}=3300\ \text{ms}.$$

The initial gain from (19) is $5.331/3.339=1.6$.

A damping coefficient of 1 Ω m gives $\rho=10^{-4}$ Ω cm². At frozen charge the polarization relaxes in 0.42 ns, and the correction (17) to $\tau$ is 1.0 ns. The two modes are separated by nearly ten powers of ten in time.

For a seed of 1% of $P_r$, (24) can be evaluated with $\kappa=0.4217$ and $R/a=5.774$ s. Up to the voltage peak at $x=1/\sqrt3$,

$$t=5.774\ \text{s}\times\left[0.5783\ln57.74+0.9217\ln\frac{0.9999}{0.6667}\right]=15.7\ \text{s}.$$

To 90% of $P_r$ the time is 23.9 s. Direct integration of (21), started at 0.1% of $P_r$ with $\rho$ raised to $10^{-6}R$ for numerical convenience, gave a growth time of 3.339 s between 0.1% and 1%. Its times for both longer intervals agreed with (24) within 0.05%. The peak voltage was 1.20 V, the coercive voltage of the film.

### Thinning the alumina

Thinner alumina brings $C_D$ closer to $|C_F|$, but it also lets electrons tunnel. The table holds the ferroelectric and its leakage fixed and takes $V=0$. The tunnelling resistance $R_t$ is a zero-temperature semiclassical estimate at 10 mV, for a barrier of 3.0 eV and 0.3 electron masses, both rough.

| Alumina | $R_t$ (Ω cm²) | Growth time without tunnelling | With tunnelling |
|---|---|---|---|
| 4 nm | $1.0\times10^8$ | 3.3 s | 3.3 s |
| 3 nm | $4\times10^3$ | 2.7 s | 12 ms |
| 2 nm | 0.2 | 1.3 s | 0.2 µs |

The capacitance difference changes by a factor of 2.5 from the first row to the last, while the tunnelling resistance falls by more than eight powers of ten. For these parameters the parallel resistance, not the matching, decides the growth time of the thinner stacks. The estimate depends exponentially on barrier, mass and thickness: a mass of 0.35 raises the 4 nm value about twentyfold. It also omits the matching of the wave at the interfaces, which for a free-electron metal lowers all three resistances by a factor of 3 to 4 and turns 12 ms into about 3.5 ms. The last column therefore shows orders of magnitude. Equality of the capacitances would be reached at 1.5 nm. Without tunnelling, (18) gives 58 µs there.

### The model beside a real film

The film thickness, remanent polarization and coercive field are in the usual range for hafnium-zirconium oxide. The leakage resistance is far less definite, because leakage varies strongly with electrodes, processing and electrical cycling; $\tau$ follows it in proportion. The background permittivity is a modelling choice: 25 in place of 5 would give $\tau=1.6$ s and an initial gain of 2.3. The damping and gradient coefficients are the least certain inputs. Moreover, a measured coercive field reflects reversal by domains, so an $\alpha$ fitted to it is a model parameter and not a measured property of the zero-polarization state.

The assumption that matters most is uniformity. With the rough gradient coefficient $g=10^{-9}$ m³/F,

$$L_c=\pi\sqrt{\frac{g}{\alpha}}=2.4\ \text{nm},$$

which is far below the width of an ordinary capacitor. In a film much wider than $L_c$ the first domain mode grows in about $\rho/a=0.58$ ns. In this model, then, domain splitting precedes the leakage instability by the same nearly ten powers of ten. A film narrow enough to prevent it meets two other limits. It would be narrower than either layer is thick, so fringing fields make the parallel-plate capacitances used here unreliable. And on a square of side $L_c$ the charge $P_r$ amounts to about 6 electrons, so a continuous $q$ is no longer a fair description. The value of 3.3 s thus belongs to the uniform mode and is not a predicted lifetime of a device.

Other neglected effects are smaller, but not all are small:

- **Alumina field.** At the voltage peak the alumina carries 3.0 MV/cm. The estimated tunnelling current is then $9\times10^{-8}$ A/cm², about 7% of the ferroelectric leakage of $1.2\times10^{-6}$ A/cm². Included along the whole path, this current shortens the times of 15.7 and 23.9 s by 2 to 3%. The estimate is as uncertain as $R_t$ in the table, and conduction through traps is not included.
- **Non-ohmic leakage.** Suppose the current follows $j=(V_0/R)\sinh(V_F/V_0)$ with $V_0=0.25$ V, and $10^6$ Ω cm² was the ratio of voltage to current at 1 V. The zero-voltage resistance is then larger by the factor $0.25\sinh4=6.8$, and $\tau$ becomes 23 s.
- **Temperature.** For a leakage activation energy of 0.5 eV, a rough value, heating from 300 K to 85 °C lowers $\tau$ to 0.14 s. The change of the Landau coefficient with temperature is left out.

### Choosing the charge condition

For the uniform 4 nm example, a 1 µs pulse lets the growing mode increase by a fraction of only $3\times10^{-7}$, and the floating charge may be frozen if the pulse is low enough. Starting from a neutral floating metal, a 3 V pulse would put about 10 MV/cm on the alumina, in the range of breakdown, and the estimated tunnelling would bring to the floating metal, within the pulse, a charge of about 5% of that on the dielectric. This fraction is very sensitive to the rough barrier: it is about 30% for 2.8 eV and below 1% for 3.2 eV. During a 10 s sweep at low voltage the growing mode would increase by a factor of about $e^{3.0}\simeq20$ while it remains linear. For a linear ramp from zero with a neutral start, $|V_F|$ ends about six times above its frozen-charge value. Equation (3) must then be solved together with the polarization. The rule presupposes a uniform film. Where $L>L_c$, a calculation at frozen charge must also admit lateral variation of $p$ before it can call the zero-polarization state stable.

The numerical output below gives more digits than the rough inputs justify; they serve only for checking the arithmetic.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
remanent polarization: 18.0 uC/cm2
coercive field: 1.20 MV/cm
ferroelectric thickness: 10.0 nm
alumina thickness: 4.0 nm
background relative permittivity: 5.0
alumina relative permittivity: 9.0
leakage resistance times area: 1.00e+06 ohm cm2
polarization damping coefficient: 1.0 ohm m
gradient coefficient: 1.0e-09 m3/F
CAPACITANCES AND GROWTH
Landau coefficient alpha: 1.7321e+09 m/F
1/a: 5.774 uF/cm2
background capacitance C_b: 0.443 uF/cm2
|C_F|: 5.331 uF/cm2
C_D: 1.992 uF/cm2
|C_F| - C_D: 3.339 uF/cm2
kappa = a(C_D+C_b): 0.4217 (no unit)
tau = R(|C_F|-C_D): 3.339 s = 3339 ms
growth time from circuit simulation: 3.339 s
frozen-charge relaxation time: 0.421 ns
damping correction to tau: 0.998 ns
time from 1% P_r to voltage peak: 15.70 s
time from 1% to 90% P_r: 23.86 s
peak |V_F| in simulation: 1.200 V
THINNER ALUMINA
thickness for C_D = |C_F|: 1.495 nm
growth time there, no tunnelling: 57.74 us
4 nm: tunnel resistance 1.00e+08 ohm cm2
  growth time without tunnelling: 3.339e+00 s
  growth time with tunnelling: 3.306e+00 s
3 nm: tunnel resistance 4.47e+03 ohm cm2
  growth time without tunnelling: 2.675e+00 s
  growth time with tunnelling: 1.191e-02 s
2 nm: tunnel resistance 1.77e-01 ohm cm2
  growth time without tunnelling: 1.346e+00 s
  growth time with tunnelling: 2.406e-07 s
NEGLECTED EFFECTS
tunnelling barrier (rough): 3.0 eV
tunnelling mass (rough): 0.3 electron masses
peak alumina field: 3.00 MV/cm
tunnel current at peak: 8.57e-08 A/cm2
ferroelectric leakage at peak: 1.20e-06 A/cm2
sinh leakage voltage scale: 0.25 V
tau if R was read at 1 V on that law: 22.78 s
leakage activation energy (rough): 0.50 eV
tau at 85 C, leakage change only: 0.144 s
critical width for domain splitting: 2.39 nm
domain growth time in a wide film: 0.577 ns
electrons for P_r on a square of that width: 6.4
```
